# Electron-hole liquid in germanium and silicon: density and binding against excitons: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
# Electron-hole liquid with the Vashishta-Kalia exchange-correlation fit.
# Result under test: the energy per pair, in exciton rydbergs,
#   E(r) = A/r^2 + (a + b r)/(c + d r + r^2),
# has one minimum for every A > 0; its position gives the liquid density and
# its depth below the exciton energy gives the binding, for Ge and Si.
# r: density parameter in exciton Bohr radii eps/mu;  A: kinetic constant;
# mu: reduced optical mass;  g1, g2, g3: Luttinger parameters of the holes;
# mt, ml: transverse and longitudinal electron masses;  eps: dielectric const.
# Band parameters are rounded literature inputs. Masses in electron masses.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.special import gamma as gamma_function

HARTREE_MEV = 1e3 * const.physical_constants["Hartree energy in eV"][0]
BOHR_M = const.physical_constants["Bohr radius"][0]
a, b, c, d = -4.8316, -5.0879, 0.0152, 3.0426
KIN = 0.6 * (9 * np.pi / 4) ** (2 / 3)

# ---------- quadrature on the unit sphere ----------
u_nodes, u_weights = np.polynomial.legendre.leggauss(40)
phi = 2 * np.pi * np.arange(80) / 80
U, PHI = np.meshgrid(u_nodes, phi, indexing="ij")
SIN = np.sqrt(1 - U**2)
SPHERE = np.array([SIN * np.cos(PHI), SIN * np.sin(PHI), U]).reshape(3, -1)
WEIGHT = np.repeat(u_weights, 80) * 2 * np.pi / 80

# ---------- bands ----------
JZ = np.diag([1.5, 0.5, -0.5, -1.5]).astype(complex)
J_PLUS = np.diag(np.sqrt([3.0, 4.0, 3.0]), 1).astype(complex)
JX = (J_PLUS + J_PLUS.conj().T) / 2
JY = (J_PLUS - J_PLUS.conj().T) / 2j
SPIN = [JX, JY, JZ]


def hole_tensor(g):
    """4x4 matrices W_ij; hole energy = (1/2) sum W_ij k_i k_j."""
    g1, g2, g3 = g
    W = np.zeros((3, 3, 4, 4), complex)
    for i in range(3):
        for j in range(3):
            if i == j:
                W[i, i] = (g1 + 2.5 * g2) * np.eye(4) - 2 * g2 * SPIN[i] @ SPIN[i]
            else:
                W[i, j] = -g3 * (SPIN[i] @ SPIN[j] + SPIN[j] @ SPIN[i])
    return W


def hole_bands(g, k):
    """Twice the heavy and light hole energies at wave vectors k."""
    g1, g2, g3 = g
    x, y, z = k[0]**2, k[1]**2, k[2]**2
    k2 = x + y + z
    root = np.sqrt(4 * g2**2 * k2**2
                   + 12 * (g3**2 - g2**2) * (x * y + y * z + z * x))
    return g1 * k2 - root, g1 * k2 + root


def electron_tensor(mt, ml, axis):
    n = np.array(axis, float) / np.linalg.norm(axis)
    return np.eye(3) / mt + (1 / ml - 1 / mt) * np.outer(n, n)


def hole_dos_mass(g):
    total = sum(np.sum(WEIGHT * inv**-1.5) for inv in hole_bands(g, SPHERE))
    return (total / (4 * np.pi)) ** (2 / 3)


def grid_filling(twice_energy, k_max, degeneracy, points=90):
    """Fill all states below unit Fermi energy; return mean energy/n^(2/3)."""
    mid = (np.arange(points) + 0.5) / points
    k = np.meshgrid(*(mid * km for km in k_max), indexing="ij")
    energies = np.concatenate([0.5 * e.ravel() for e in twice_energy(k)])
    filled = energies[energies < 1]
    cell = np.prod(k_max) / points**3
    n = degeneracy * 8 * cell * filled.size / (2 * np.pi) ** 3
    return filled.mean() / n ** (2 / 3)


# ---------- exciton by diagonalization ----------
EXPONENTS = 0.05 * 2.7 ** np.arange(9)


def harmonics(lmax):
    """Orthonormal even solid harmonics and gradients on the unit sphere."""
    degrees, values, gradients = [], [], []
    for l in range(0, lmax + 1, 2):
        t = np.exp(2j * np.pi * np.arange(2 * l + 1) / (2 * l + 1))
        null = np.array([1 - t**2, 1j * (1 + t**2), 2 * t])
        s = null.T @ SPHERE
        Y = s**l
        G = l * null[:, :, None] * s[None] ** max(l - 1, 0)
        overlap = (Y.conj() * WEIGHT) @ Y.T
        T = np.linalg.inv(np.linalg.cholesky(overlap)).conj()
        degrees += [l] * (2 * l + 1)
        values.append(T @ Y)
        gradients.append(np.einsum("mn,inp->imp", T, G))
    return (np.array(degrees), np.concatenate(values),
            np.concatenate(gradients, axis=1))


def exciton_energy(g, inv_e, lmax):
    """Lowest pair energy in exciton rydbergs."""
    mu = 1 / (np.trace(inv_e) / 3 + g[0])
    W = hole_tensor(g) + inv_e[:, :, None, None] * np.eye(4)
    deg, Y, G = harmonics(lmax)
    XY = SPHERE[:, None, :] * Y[None]
    m = len(deg)
    size = m * len(EXPONENTS)
    al = EXPONENTS[:, None, None, None]
    be = EXPONENTS[None, None, :, None]
    lsum = deg[None, :, None, None] + deg[None, None, None, :]

    def radial(n):
        power = (n + 3) / 2
        return 0.5 * gamma_function(power) * (al + be) ** (-power)

    def angular(f, h):
        return ((f.conj() * WEIGHT) @ h.T)[None, :, None, :]

    delta = np.eye(m)[None, :, None, :]
    S = (radial(lsum) * delta).reshape(size, size)
    norm = 1 / np.sqrt(np.diag(S))
    scale = np.outer(norm, norm)
    V = (-2 * radial(lsum - 1) * delta).reshape(size, size) * scale
    H = np.kron(V, np.eye(4)).astype(complex)
    R_low, R_mid, R_high = radial(lsum - 2), radial(lsum), radial(lsum + 2)
    for i in range(3):
        for j in range(3):
            K = (angular(G[i], G[j]) * R_low
                 - 2 * be * angular(G[i], XY[j]) * R_mid
                 - 2 * al * angular(XY[i], G[j]) * R_mid
                 + 4 * al * be * angular(XY[i], XY[j]) * R_high)
            H += np.kron(K.reshape(size, size) * scale, mu * W[i, j])
    H = (H + H.conj().T) / 2
    return eigh(H, np.kron(S * scale, np.eye(4)), eigvals_only=True,
                subset_by_index=[0, 0])[0]


# ---------- liquid ----------
def e_xc(r):
    return (a + b * r) / (c + d * r + r * r)


def liquid_energy(r, A):
    return A / r**2 + e_xc(r)


q0, q1, q2 = b * c - a * d, -2 * a, -b


def g_of_r(r):
    return r**3 * (q0 + q1 * r + q2 * r * r) / (2 * (c + d * r + r * r) ** 2)


def equilibrium(A):
    """Positive root of the stationarity quintic."""
    D = np.array([1, d, c])
    left = np.array([q2, q1, q0, 0, 0, 0])
    roots = np.roots(np.polysub(left, 2 * A * np.polymul(D, D)))
    good = roots[(abs(roots.imag) < 1e-9) & (roots.real > 0)].real
    assert len(good) == 1
    return good[0]


def direct_minimum(A):
    grid = np.geomspace(0.02, 50, 4000)
    e = liquid_energy(grid, A)
    assert np.sum(np.diff(np.sign(np.diff(e))) != 0) == 1
    k = int(np.argmin(e))
    return minimize_scalar(liquid_energy, args=(A,), method="bounded",
                           bounds=(grid[k - 1], grid[k + 1]),
                           options={"xatol": 1e-10})


# Symbolic test that g(r) is strictly increasing
r = sp.symbols("r", positive=True)
sa, sb, sc, sd = [sp.Rational(str(v)) for v in (a, b, c, d)]
D_sym = sc + sd * r + r**2
g_sym = r**3 * sp.diff((sa + sb * r) / D_sym, r) / 2
P_sym = sp.Poly(sp.cancel(sp.diff(g_sym, r) * 2 * D_sym**3 / r**2), r)
P_found = np.array([float(v) for v in P_sym.all_coeffs()])
P_derived = np.array([q2, 3 * d * q2, 2 * d * q1 - q0 + 5 * q2 * c,
                      q0 * d + 4 * q1 * c, 3 * q0 * c])
assert np.allclose(P_found, P_derived, rtol=1e-10) and np.all(P_found > 0)

print("fit a, b, c, d (Ry_x units):", a, b, c, d)
print(f"q0, q1, q2: {q0:.4f} {q1:.4f} {q2:.4f}")
print("P coefficients r^4..r^0:", " ".join(f"{v:.4f}" for v in P_found))

# Threshold against an isotropic exciton at -1
r_c = brentq(lambda x: liquid_energy(x, g_of_r(x)) + 1, 0.3, 5)
A_c = g_of_r(r_c)
assert abs(direct_minimum(A_c).fun + 1) < 1e-8
assert direct_minimum(0.95 * A_c).fun < -1 < direct_minimum(1.05 * A_c).fun
print(f"threshold A_c, r_s: {A_c:.4f} {r_c:.4f}")
simple = direct_minimum(KIN)
assert abs(simple.x - equilibrium(KIN)) < 1e-5
print(f"one valley, simple bands: A = {KIN:.4f}, r_s = {simple.x:.4f}, "
      f"E = {simple.fun:.4f} Ry_x")

# Exciton solver against a deformed exponential (anisotropic electron,
# immobile hole), and rotational invariance when g2 = g3
test_e = electron_tensor(0.19, 0.92, [0, 0, 1])
mu_test = 3 / np.trace(test_e)
uu, wu = (u_nodes + 1) / 2, u_weights / 2


def deformed(p):
    s, l = np.exp(p)
    kinetic = mu_test * (2 * test_e[0, 0] / s**2 + test_e[2, 2] / l**2) / 3
    return kinetic - 2 * np.sum(wu / np.sqrt(s**2 * (1 - uu**2) + l**2 * uu**2))


trial = minimize(deformed, [0.0, 0.0], method="Nelder-Mead").fun
solved = exciton_energy((0.0, 0.0, 0.0), test_e, 4)
assert -0.03 < solved - trial < 0.002
turned = [exciton_energy((13.4, 5.0, 5.0), electron_tensor(0.082, 1.6, ax), 2)
          for ax in ([0, 0, 1], [1, 1, 1])]
assert abs(turned[0] - turned[1]) < 1e-7

materials = {
    "Ge": dict(g=(13.4, 4.2, 5.7), mt=0.082, ml=1.6, eps=15.4, valleys=4,
               axis=[1, 1, 1]),
    "Si": dict(g=(4.3, 0.34, 1.45), mt=0.19, ml=0.92, eps=11.4, valleys=6,
               axis=[0, 0, 1]),
}
rng = np.random.default_rng(1)
for name, p in materials.items():
    g, mt, ml, eps, nu = p["g"], p["mt"], p["ml"], p["eps"], p["valleys"]
    inv_e = electron_tensor(mt, ml, p["axis"])
    mu = 1 / ((2 / mt + 1 / ml) / 3 + g[0])
    m_de, m_dh = (mt**2 * ml) ** (1 / 3), hole_dos_mass(g)

    # closed dispersion against matrix eigenvalues
    for k in rng.normal(size=(5, 3)):
        ev = np.linalg.eigvalsh(np.einsum("ijab,i,j->ab", hole_tensor(g), k, k))
        heavy, light = hole_bands(g, k)
        assert np.allclose(ev, [heavy, heavy, light, light])

    # kinetic constants against explicit filling of k space
    unit = 0.6 * (3 * np.pi**2) ** (2 / 3) / 2
    k_heavy = np.sqrt(2 / (g[0] - 2 * g[2]))
    filled_h = grid_filling(lambda k: hole_bands(g, k), [k_heavy] * 3, 2)
    filled_e = grid_filling(
        lambda k: [(k[0]**2 + k[1]**2) / mt + k[2]**2 / ml],
        np.sqrt(2 * np.array([mt, mt, ml])), 2 * nu)
    assert abs(filled_h * m_dh / unit - 1) < 3e-3
    assert abs(filled_e * m_de * nu ** (2 / 3) / unit - 1) < 3e-3

    A_e, A_h = KIN * mu / (m_de * nu ** (2 / 3)), KIN * mu / m_dh
    A = A_e + A_h
    r0 = equilibrium(A)
    best = direct_minimum(A)
    assert abs(best.x - r0) < 1e-5
    E0 = liquid_energy(r0, A)

    # chemical potential at the minimum equals the energy per pair
    def energy_density(n):
        return n * liquid_energy((3 / (4 * np.pi * n)) ** (1 / 3), A)

    n0 = 3 / (4 * np.pi * r0**3)
    h = 1e-4 * n0
    chem = (energy_density(n0 + h) - energy_density(n0 - h)) / (2 * h)
    assert abs(chem - E0) < 1e-6

    ry = mu / (2 * eps**2) * HARTREE_MEV
    a_x = eps / mu * BOHR_M
    density = n0 / (100 * a_x) ** 3
    ex = [exciton_energy(g, inv_e, l) for l in (0, 2, 4, 6)]
    assert abs(ex[0] + 1) < 2e-3
    assert ex[0] > ex[1] > ex[2] > ex[3] and ex[2] - ex[3] < 0.02
    assert E0 < ex[3] < -1
    A_one = KIN * mu / m_de + A_h
    E_one = direct_minimum(A_one).fun
    assert E_one > E0

    print(f"--- {name}: g1, g2, g3 = {g[0]}, {g[1]}, {g[2]}")
    print(f"mt, ml, eps, valleys: {mt}, {ml}, {eps}, {nu}")
    print(f"mu, m_de, m_dh (m_e): {mu:.5f} {m_de:.4f} {m_dh:.4f}")
    print(f"exciton radius a_x: {a_x * 1e9:.3f} nm")
    print(f"exciton rydberg Ry_x: {ry:.4f} meV")
    print(f"A_e, A_h, A: {A_e:.4f} {A_h:.4f} {A:.4f}")
    print(f"equilibrium r_s: {r0:.4f}")
    print(f"kinetic energy: {A / r0**2:.4f} Ry_x")
    print(f"exchange-correlation energy: {e_xc(r0):.4f} Ry_x")
    print(f"liquid energy: {E0:.4f} Ry_x = {E0 * ry:.3f} meV")
    print(f"pair density: {density:.3e} cm^-3")
    print(f"hole Fermi energy: {5 / 3 * A_h / r0**2 * ry:.2f} meV")
    print("exciton, l up to 0,2,4,6 (Ry_x):", " ".join(f"{v:.4f}" for v in ex))
    print(f"exciton energy: {ex[3] * ry:.3f} meV")
    print(f"binding relative to exciton: {(ex[3] - E0) * ry:.3f} meV")
    print(f"binding relative to -1 Ry_x: {(-1 - E0) * ry:.3f} meV")
    print(f"one-valley liquid: A = {A_one:.4f}, E = {E_one * ry:.3f} meV")

print("all tests passed")
```

The run ends like this:

```
fit a, b, c, d (Ry_x units): -4.8316 -5.0879 0.0152 3.0426
q0, q1, q2: 14.6233 9.6632 5.0879
P coefficients r^4..r^0: 5.0879 46.4413 44.5659 45.0803 0.6668
threshold A_c, r_s: 1.9549 1.8740
one valley, simple bands: A = 2.2099, r_s = 2.0573, E = -0.9339 Ry_x
Traceback (most recent call last):
  File "check.py", line 274, in <module>
    assert ex[0] > ex[1] > ex[2] > ex[3] and ex[2] - ex[3] < 0.02
                                             ^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Likely cause: The failed test was the convergence of the germanium exciton in angular momentum. Spherical functions converge slowly there, because the reduced mass along the valley axis is far larger than across it. The basis is now stretched along that axis by a variationally chosen ratio and runs to l = 8, solved by inverse iteration; a new test requires the stretched solver to reproduce the isotropic exciton at −1. The 0.02 tolerance is unchanged but now compares l = 6 with l = 8 in the stretched basis, while the unstretched energies are still printed and are no longer required to converge or to fall at each step.

The change:

```diff
@@ -8,8 +8,10 @@
 # mt, ml: transverse and longitudinal electron masses;  eps: dielectric const.
 # Band parameters are rounded literature inputs. Masses in electron masses.
+from functools import lru_cache
+
 import numpy as np
 import sympy as sp
 from scipy import constants as const
-from scipy.linalg import eigh
+from scipy.linalg import cho_factor, cho_solve, eigh
 from scipy.optimize import brentq, minimize, minimize_scalar
 from scipy.special import gamma as gamma_function
@@ -82,6 +84,8 @@
 # ---------- exciton by diagonalization ----------
 EXPONENTS = 0.05 * 2.7 ** np.arange(9)
-
-
+SHIFT = -2.5  # lies below every pair energy met here, else Cholesky fails
+
+
+@lru_cache(maxsize=None)
 def harmonics(lmax):
     """Orthonormal even solid harmonics and gradients on the unit sphere."""
@@ -97,13 +101,34 @@
         degrees += [l] * (2 * l + 1)
         values.append(T @ Y)
-        gradients.append(np.einsum("mn,inp->imp", T, G))
+        gradients.append(np.array([T @ G[i] for i in range(3)]))
     return (np.array(degrees), np.concatenate(values),
             np.concatenate(gradients, axis=1))
 
 
-def exciton_energy(g, inv_e, lmax):
-    """Lowest pair energy in exciton rydbergs."""
+def lowest_eigenvalue(H, S):
+    """Block inverse iteration for H x = E S x."""
+    factor = cho_factor(H - SHIFT * S)
+    start = np.random.default_rng(0)
+    X = start.normal(size=(len(H), 8)) + 1j * start.normal(size=(len(H), 8))
+    for _ in range(25):
+        X = np.linalg.qr(cho_solve(factor, S @ X))[0]
+    left = X.conj().T
+    return eigh(left @ H @ X, left @ S @ X, eigvals_only=True)[0]
+
+
+def exciton_energy(g, inv_e, lmax, axis=(0, 0, 1), ratio=1.0):
+    """Lowest pair energy in exciton rydbergs.
+
+    The basis is stretched: its length along axis over that across is ratio.
+    """
     mu = 1 / (np.trace(inv_e) / 3 + g[0])
     W = hole_tensor(g) + inv_e[:, :, None, None] * np.eye(4)
+    n = np.array(axis, float) / np.linalg.norm(axis)
+    along = np.outer(n, n)
+    stretch = ratio ** (-1 / 3) * (np.eye(3) - along) + ratio ** (2 / 3) * along
+    inverse = np.linalg.inv(stretch)
+    W = np.einsum("ia,jb,ijst->abst", inverse, inverse, W)
+    true_length = np.linalg.norm(stretch @ SPHERE, axis=0)
+
     deg, Y, G = harmonics(lmax)
     XY = SPHERE[:, None, :] * Y[None]
@@ -114,6 +139,6 @@
     lsum = deg[None, :, None, None] + deg[None, None, None, :]
 
-    def radial(n):
-        power = (n + 3) / 2
+    def radial(power_of_r):
+        power = (power_of_r + 3) / 2
         return 0.5 * gamma_function(power) * (al + be) ** (-power)
 
@@ -125,6 +150,6 @@
     norm = 1 / np.sqrt(np.diag(S))
     scale = np.outer(norm, norm)
-    V = (-2 * radial(lsum - 1) * delta).reshape(size, size) * scale
-    H = np.kron(V, np.eye(4)).astype(complex)
+    V = -2 * radial(lsum - 1) * angular(Y, Y / true_length)
+    H = np.kron(V.reshape(size, size) * scale, np.eye(4)).astype(complex)
     R_low, R_mid, R_high = radial(lsum - 2), radial(lsum), radial(lsum + 2)
     for i in range(3):
@@ -136,6 +161,5 @@
             H += np.kron(K.reshape(size, size) * scale, mu * W[i, j])
     H = (H + H.conj().T) / 2
-    return eigh(H, np.kron(S * scale, np.eye(4)), eigvals_only=True,
-                subset_by_index=[0, 0])[0]
+    return lowest_eigenvalue(H, np.kron(S * scale, np.eye(4)).astype(complex))
 
 
@@ -222,14 +246,19 @@
 assert abs(turned[0] - turned[1]) < 1e-7
 
+# A stretched basis must still give the isotropic exciton, exactly -1
+round_pair = exciton_energy((0.0, 0.0, 0.0), np.eye(3), 6, (1, 1, 1), 0.7)
+assert -1e-6 < round_pair + 1 < 2e-3
+
 materials = {
     "Ge": dict(g=(13.4, 4.2, 5.7), mt=0.082, ml=1.6, eps=15.4, valleys=4,
-               axis=[1, 1, 1]),
+               axis=(1, 1, 1)),
     "Si": dict(g=(4.3, 0.34, 1.45), mt=0.19, ml=0.92, eps=11.4, valleys=6,
-               axis=[0, 0, 1]),
+               axis=(0, 0, 1)),
 }
 rng = np.random.default_rng(1)
 for name, p in materials.items():
     g, mt, ml, eps, nu = p["g"], p["mt"], p["ml"], p["eps"], p["valleys"]
-    inv_e = electron_tensor(mt, ml, p["axis"])
+    axis = p["axis"]
+    inv_e = electron_tensor(mt, ml, axis)
     mu = 1 / ((2 / mt + 1 / ml) / 3 + g[0])
     m_de, m_dh = (mt**2 * ml) ** (1 / 3), hole_dos_mass(g)
@@ -270,7 +299,20 @@
     a_x = eps / mu * BOHR_M
     density = n0 / (100 * a_x) ** 3
-    ex = [exciton_energy(g, inv_e, l) for l in (0, 2, 4, 6)]
-    assert abs(ex[0] + 1) < 2e-3
-    assert ex[0] > ex[1] > ex[2] > ex[3] and ex[2] - ex[3] < 0.02
+
+    # exciton: unstretched basis, then basis stretched along the valley axis
+    plain = [exciton_energy(g, inv_e, l) for l in (0, 2, 4, 6)]
+    ratio = minimize_scalar(
+        lambda x: exciton_energy(g, inv_e, 2, axis, x), method="bounded",
+        bounds=(0.2, 1.5), options={"xatol": 0.02}).x
+    ex = [exciton_energy(g, inv_e, l, axis, ratio) for l in (2, 4, 6, 8)]
+    print(f"--- {name}: g1, g2, g3 = {g[0]}, {g[1]}, {g[2]}")
+    print("exciton, unstretched, l up to 0,2,4,6 (Ry_x):",
+          " ".join(f"{v:.4f}" for v in plain))
+    print(f"exciton, stretch ratio {ratio:.3f}, l up to 2,4,6,8 (Ry_x):",
+          " ".join(f"{v:.4f}" for v in ex))
+    assert abs(plain[0] + 1) < 2e-3
+    assert ex[0] > ex[1] > ex[2] > ex[3]
+    assert ex[2] - ex[3] < 0.02
+    assert ex[3] < plain[3] + 1e-3
     assert E0 < ex[3] < -1
     A_one = KIN * mu / m_de + A_h
@@ -278,5 +320,4 @@
     assert E_one > E0
 
-    print(f"--- {name}: g1, g2, g3 = {g[0]}, {g[1]}, {g[2]}")
     print(f"mt, ml, eps, valleys: {mt}, {ml}, {eps}, {nu}")
     print(f"mu, m_de, m_dh (m_e): {mu:.5f} {m_de:.4f} {m_dh:.4f}")
@@ -290,5 +331,4 @@
     print(f"pair density: {density:.3e} cm^-3")
     print(f"hole Fermi energy: {5 / 3 * A_h / r0**2 * ry:.2f} meV")
-    print("exciton, l up to 0,2,4,6 (Ry_x):", " ".join(f"{v:.4f}" for v in ex))
     print(f"exciton energy: {ex[3] * ry:.3f} meV")
     print(f"binding relative to exciton: {(ex[3] - E0) * ry:.3f} meV")
```

The mended program passes:

```
fit a, b, c, d (Ry_x units): -4.8316 -5.0879 0.0152 3.0426
q0, q1, q2: 14.6233 9.6632 5.0879
P coefficients r^4..r^0: 5.0879 46.4413 44.5659 45.0803 0.6668
threshold A_c, r_s: 1.9549 1.8740
one valley, simple bands: A = 2.2099, r_s = 2.0573, E = -0.9339 Ry_x
--- Ge: g1, g2, g3 = 13.4, 4.2, 5.7
exciton, unstretched, l up to 0,2,4,6 (Ry_x): -1.0000 -1.4853 -1.5860 -1.6061
exciton, stretch ratio 0.627, l up to 2,4,6,8 (Ry_x): -1.6054 -1.6098 -1.6109 -1.6109
mt, ml, eps, valleys: 0.082, 1.6, 15.4, 4
mu, m_de, m_dh (m_e): 0.04600 0.2208 0.3532
exciton radius a_x: 17.715 nm
exciton rydberg Ry_x: 2.6391 meV
A_e, A_h, A: 0.1827 0.2878 0.4706
equilibrium r_s: 0.5720
kinetic energy: 1.4384 Ry_x
exchange-correlation energy: -3.7174 Ry_x
liquid energy: -2.2789 Ry_x = -6.014 meV
pair density: 2.295e+17 cm^-3
hole Fermi energy: 3.87 meV
exciton energy: -4.251 meV
binding relative to exciton: 1.763 meV
binding relative to -1 Ry_x: 3.375 meV
one-valley liquid: A = 0.7483, E = -4.537 meV
--- Si: g1, g2, g3 = 4.3, 0.34, 1.45
exciton, unstretched, l up to 0,2,4,6 (Ry_x): -1.0000 -1.1212 -1.1266 -1.1267
exciton, stretch ratio 0.809, l up to 2,4,6,8 (Ry_x): -1.1256 -1.1267 -1.1267 -1.1267
mt, ml, eps, valleys: 0.19, 0.92, 11.4, 6
mu, m_de, m_dh (m_e): 0.12238 0.3214 0.5708
exciton radius a_x: 4.929 nm
exciton rydberg Ry_x: 12.8124 meV
A_e, A_h, A: 0.2548 0.4738 0.7286
equilibrium r_s: 0.8418
kinetic energy: 1.0282 Ry_x
exchange-correlation energy: -2.7745 Ry_x
liquid energy: -1.7463 Ry_x = -22.375 meV
pair density: 3.341e+18 cm^-3
hole Fermi energy: 14.28 meV
exciton energy: -14.436 meV
binding relative to exciton: 7.938 meV
binding relative to -1 Ry_x: 9.562 meV
one-valley liquid: A = 1.3152, E = -15.973 meV
all tests passed
```
